# Dangling-Bond Level on a Weaire–Thorpe Bethe Lattice by Self-Consistent Recursion

For the parameters below, a recursion for the Green function of a broken silicon-like bond converges at the gap-state energy by a factor 0.286612 per step. The gap state has weight 0.713388 on the broken bond, so the weight missing from that bond is also 0.286612. The first number describes an iteration and the second a wavefunction. The derivation shows why they agree, and when there is no gap state at all.

## Model and conventions

Each atom carries four sp³ hybrids $|h_i\rangle=\tfrac12|s\rangle+\tfrac{\sqrt3}{2}|p_i\rangle$, where $p_i$ points along bond direction $i$. Two different directions have cosine $-1/3$. With atomic energies $E_s$ and $E_p$,

$$\langle h_i|H|h_i\rangle=\frac{E_s+3E_p}{4},\qquad \langle h_i|H|h_j\rangle=\frac{E_s}{4}+\frac34\left(-\frac13\right)E_p=\frac{E_s-E_p}{4}\equiv V_1<0 .$$

The hybrid energy is taken as zero. The two hybrids that share a bond couple by $V_2<0$. All other couplings are dropped, which defines the Weaire–Thorpe model. The hybrids are treated as orthonormal, and repulsion between electrons is not treated explicitly.

The network is a Bethe lattice: every atom has four neighbours and there are no closed rings. One bond is broken and its far side removed. The remaining hybrid is the dangling one, with Green function $g(E)$. The retarded function is obtained with $E\to E+i\eta$, $\eta>0$. All energies are in eV.

The example uses $V_1=-1.70$ eV and $V_2=-5.50$ eV. These are round values in the rough regime of silicon.

## The recursion

Call the dangling hybrid 0 and the other three hybrids on its atom 1, 2, 3. Hybrid $j$ is bonded to a hybrid on the next atom. Without rings, cutting that bond leaves a branch identical to the original problem. The branch therefore responds with the same $g$: an amplitude $\psi_j$ induces $gV_2\psi_j$ across the bond, which acts back as $V_2^2g\,\psi_j$. Each back hybrid thus acquires the self-energy $V_2^2g$.

Hybrid 0 couples equally to 1, 2 and 3, hence only to their normalized symmetric sum. The coupling is $3V_1/\sqrt3=\sqrt3V_1$. The energy of the sum is $2V_1$, because each member couples to the other two. Eliminating it gives

$$g=\frac{1}{E-\dfrac{3V_1^2}{E-2V_1-V_2^2g}} .$$

A bound state makes $g$ infinite, so the stable variable is $u=1/g$. Multiplying numerator and denominator of the inner fraction by $u$ gives

$$u=F(u,E)=E-\frac{3V_1^2u}{D},\qquad D=(E-2V_1)u-V_2^2 .$$

A bound state is now an ordinary zero of $u$. Multiplying by $D$ and collecting powers of $u$ gives

$$(E-2V_1)u^2-Bu+EV_2^2=0,$$
$$B=E(E-2V_1)-3V_1^2+V_2^2=(E-3V_1)(E+V_1)+V_2^2 .$$

This quadratic gives both fixed points. The recursion must select the physical one.

## Which root, and how fast

For any two inputs $u$ and $v$,

$$F(u)-F(v)=-3V_1^2\,\frac{uD(v)-vD(u)}{D(u)D(v)}=\frac{K(u-v)}{D(u)D(v)},\qquad K=3V_1^2V_2^2,$$

since $uD(v)-vD(u)=-V_2^2(u-v)$. Letting $v\to u$ gives the multiplier $m=\partial F/\partial u=K/D^2$.

Let $a$ and $b$ be distinct finite fixed points. Inserting both gives $D_aD_b=K$, so $m_a=D_b/D_a=1/m_b$. Comparing an iterate with each of them gives

$$\frac{F(u)-a}{F(u)-b}=m_a\,\frac{u-a}{u-b}.$$

The error ratio is multiplied by $m_a$ at every step. If $|m_a|<1$, every start except $b$ leads to $a$.

For $\eta>0$ the physical root is the attracting one. If $\mathrm{Im}\,u>0$, then $w=E+i\eta-2V_1-V_2^2/u$ has $\mathrm{Im}\,w\ge\eta$, and $F=E+i\eta-3V_1^2/w$ has $\mathrm{Im}\,F\ge\eta$. Also $|F-E-i\eta|\le3V_1^2/\eta$. The upper half-plane is thus mapped into a bounded region strictly inside itself. Such a map has a fixed point there, and the Schwarz lemma gives $|m|<1$ at it. A retarded $g$ has $\mathrm{Im}\,g<0$, so $\mathrm{Im}\,u>0$, and this is the physical root.

As $\eta\to0$ there are two cases.

- In a gap the roots are real and distinct. Then $D_aD_b=K>0$ makes $m$ positive, and $m=1$ would require equal roots. By continuity the physical root has $0<m<1$. At $E=2V_1$ one root moves to infinity; the finite one has $m=3V_1^2/V_2^2$. It is physical if this is below 1; if it is above 1, the physical root is the infinite one, so $g=0$ there.
- In a band the roots are complex conjugates, so $|m|=|D_b/D_a|=1$. The iteration circles without converging, and a positive $\eta$ is required.

The bands lie where the discriminant $B^2-4EV_2^2(E-2V_1)$ is negative. With $y=(E-V_1)^2$ one has $B=y-4V_1^2+V_2^2$ and $E(E-2V_1)=y-V_1^2$, so the discriminant is

$$y^2-2(4V_1^2+V_2^2)y+V_2^4-4V_1^2V_2^2+16V_1^4 .$$

Its zeros are $y=4V_1^2+V_2^2\pm2\sqrt3\,|V_1V_2|$, because $(4V_1^2+V_2^2)^2$ minus the constant term is $12V_1^2V_2^2$. The edges are $E=V_1\pm\sqrt y$. In the example they are $-10.314$, $-4.769$, $1.369$ and $6.914$ eV.

## Gap-state energy and weight

A pole of $g$ needs $u=0$. The quadratic then leaves $EV_2^2=0$, so $E=0$ is the sole candidate. At that energy the roots are

$$u=0\qquad\text{and}\qquad u=\frac{V_2^2-3V_1^2}{-2V_1}.$$

At $u=0$, $D=-V_2^2$ and the multiplier is

$$q=\frac{3V_1^2}{V_2^2}.$$

The root $u=0$ is physical if $q<1$. If $q>1$ the other root is physical and there is no bound state.

The weight follows from the slope. Differentiating $u=F(u,E)$ gives $u'=F_E+mu'$, where $F_E$ is taken at fixed $u$:

$$u'=\frac{F_E}{1-m},\qquad F_E=1+\frac{3V_1^2u^2}{D^2}.$$

Near the level $g\simeq1/(u'E)$, so the weight is $Z=1/u'$. At $u=0$ we have $F_E=1$ and

$$Z=1-q=1-\frac{3V_1^2}{V_2^2}.$$

This is the equality in the opening numbers. Here $3V_1^2=8.67$ and $V_2^2=30.25$ eV², giving $q=0.2866$ and $Z=0.7134$.

The wavefunction shows the same geometric series. At $E=0$, set every hybrid pointing away from the broken bond to zero. Let $c$ be the amplitude on an atom's hybrid facing the break, and $c'$ that on the next atom. The equation on the outward hybrid between them is

$$0=V_1c+V_2c'\quad\Rightarrow\quad c'=-\frac{V_1}{V_2}c .$$

The equation on each facing hybrid holds because all its neighbours have zero amplitude. Generation $n$ has $3^n$ atoms, so its weight relative to the dangling hybrid is $3^n(V_1/V_2)^{2n}=q^n$. Normalization gives $1/Z=\sum_nq^n=1/(1-q)$. One recursion step adds one generation, and each generation carries $q$ times the weight of the last. In the example the first and second neighbour shells hold 0.2045 and 0.0586.

As $V_1\to0$, the state becomes an isolated hybrid with $Z=1$. As $q\to1$, the amplitude still decays along each branch, but the number of branches grows fast enough to spoil normalization. At $q=1$ the inner edge is $V_1+|V_1|=0$, so the gap edge touches the level. For $q>1$ the discriminant at $E=0$, $(V_2^2-3V_1^2)^2$, is positive again: a gap reopens around zero, but without the state.

## A shifted dangling hybrid

Charging or local relaxation can shift the dangling hybrid by $\delta$. Relaxation also changes the couplings on that atom, which is neglected here. With all couplings fixed, $u$ is unchanged and the Green function becomes $1/(u-\delta)$. The level obeys $u(E)=\delta$. Substitution into the quadratic and a change of overall sign give

$$\delta E^2-(V_2^2+2V_1\delta+\delta^2)E+\delta(V_2^2-3V_1^2)+2V_1\delta^2=0 .$$

The required root is the one continuous with $E=0$. For small $\delta$ it is $E\simeq Z\delta$: the level follows the shift in proportion to its weight there.

For $\delta=0.30$ eV the equation is $0.3E^2-29.32E+6.168=0$, with $E=0.2108$ eV. Then $D=3.6108\times0.3-30.25=-29.17$ eV², $m=0.3083$ and $F_E=1.0009$. The weight is $(1-0.3083)/1.0009=0.691$. Away from $\delta=0$, $1-m$ and the weight are no longer identical.

The shift cannot be arbitrary. In the gap $u'>0$, so $u$ rises from one edge to the other. At an edge the two roots coincide and $u=B/[2(E-2V_1)]$. At the upper edge this is $28.11/9.538=2.95$ eV. A larger $\delta$ pushes the level out of this gap.

## Pseudocode

```
solve_u(E):                      # E complex in a band
    u = E + i*abs(V2)
    repeat up to nmax:
        D = (E - 2*V1)*u - V2^2
        new = E - 3*V1^2*u/D
        if abs(new - u) < tol: return new
        u = new
    report failure

find_level(delta, E):            # E starts inside the gap
    require 3*V1^2 < V2^2
    repeat up to a fixed limit:
        u = real(solve_u(E))
        D = (E - 2*V1)*u - V2^2
        m = 3*V1^2*V2^2/D^2
        slope = (1 + 3*V1^2*u^2/D^2)/(1 - m)
        dE = (u - delta)/slope
        E = E - dE
        if abs(dE) < tolE: return E, 1/slope
    report failure
```

From $-0.5$ eV with $\delta=0$, Newton's method needs 4 steps and ends within $1.5\times10^{-14}$ eV of zero. When $\delta$ is close to an edge value of $u$, a Newton step can overshoot into a band, where `solve_u` fails at real energy; for $\delta=2.5$ eV this happens from most starting points in the gap. Since $u$ is increasing in the gap, bisection between the edges is a safe fallback whenever $\delta$ lies between the edge values of $u$.

## Cost

A recursion step costs a few complex operations, and storage is constant. The number of steps is about $\ln(\text{initial error}/\text{tol})/|\ln|m||$. At $E=0$, with initial size 5.5 eV and tolerance $10^{-13}$ eV, this is $31.6/1.25\approx25$; the run takes 26.

Inside a band $|m|=1$ at $\eta=0$, and $\ln|m|$ is to leading order linear in $\eta$. The step count should grow as $1/\eta$. At $E=4$ eV it is 426 for $\eta=0.1$ eV and 4258 for $\eta=0.01$ eV. Near a band edge, $1-m$ vanishes as the difference of the two roots, hence as the square root of the distance to the edge, and convergence also slows in the gap.

For identical atoms the quadratic is cheaper. Take the root with $|m|<1$, or, on the real axis in a band, the root with $\mathrm{Im}\,u>0$. A recursion remains useful when branches differ, because each branch can then carry its own $u$. The step $F$ must then be replaced: the three back hybrids have different self-energies and are eliminated by solving a $3\times3$ system, not through their symmetric sum.

## Stability and failure modes

**Starting at zero.** At $E=0$, $u=0$ is a fixed point for every $q$. A start there reports a level even when $q>1$ and the root is repelling. The imaginary start avoids this. With $V_1=-3.50$ eV and the same $V_2$, $3V_1^2=36.75$ exceeds $30.25$ eV². A contour integral around zero finds a pole weight of $2\times10^{-16}$, and the continuum carries weight 1.000000.

**Contour too wide.** The weight can also be found from $N$ points on a circle of radius $r$ about the level:

$$Z=\frac1N\sum_k re^{i\theta_k}\,g(E_0+re^{i\theta_k}).$$

With $r=0.3$ eV and $N=64$ the example gives 0.713388, as the formula does. The circle must not reach a band. In the case without a state an edge lies 0.0449 eV from zero, so that radius would fail; half the edge distance was used.

**Wrong branch.** The sum rule detects a wrong root in a band or at the level $E=0$. Elsewhere in a gap a wrong root changes neither the band density nor the pole weight, so there the condition $|m|<1$ must be checked directly. Dividing the quadratic by $u^2$ gives $EV_2^2g^2-Bg+(E-2V_1)=0$, so the density in the bands is

$$\rho(E)=\frac{\sqrt{4EV_2^2(E-2V_1)-B^2}}{2\pi|E|V_2^2}.$$

Its integral is 0.286612, which with $Z$ adds to 1.000000.

**Finite tree.** A tree cut after five generations and closed by single hybrids at zero energy has 727 orbitals. Its zero-energy state has weight $1/\sum_{n=0}^{5}q^n=(1-q)/(1-q^6)=0.713784$, which diagonalization reproduces. The infinite tree has a further weight $q^6=0.00055$ beyond generation five. Normalization shares this missing tail among the generations kept, and the excess over $Z$ is the dangling hybrid's part of it.

**Missing the bulk valence top.** The dangling hybrid does not see every bulk state. A bulk hybrid has a branch on both sides of its bond, so its Green function is $1/(u-V_2^2/u)$, with poles at $u=\pm V_2$. At $E=V_2-V_1$, the value $u=V_2$ solves the quadratic, with $D=-3V_1V_2$ and $m=1/3$. Then $F_E=4/3$ and $u'=2$. The derivative of $u-V_2^2/u$ is $u'(1+V_2^2/u^2)=4$, so this flat level has weight $1/4$. In the example it lies at $-3.800$ eV, above the band edge at $-4.769$ eV. The bulk gap is therefore $1.369+3.800=5.169$ eV, narrower than the gap in $g$.

## What the model leaves out

**Bond disorder.** If $V_2$ varies from bond to bond, the zero-energy equation $V_1c+V_2c'=0$ can still be solved on every bond. The level stays at zero as long as the state is normalizable; the weight changes. For $V_2$ uniform within ±10%, the smallest $|V_2|$ is 4.95 eV, so $3V_1^2/V_2^2\le0.354$ and normalization is safe. Over 100 random trees of depth five the weight averages 0.712 with standard deviation 0.014, so the average itself has a sampling error of about 0.001. Disorder in the energies of the hybrids facing the break is different: it generally shifts the level, as $\delta$ does. Energies on the outward hybrids leave it at zero, because the state has no amplitude there.

**Other nearest-neighbour couplings.** Across a bond, the nonzero amplitudes sit on one hybrid of each atom: the inner atom's hybrid facing the break, which does not point along this bond, and the outer atom's hybrid, which does. Let $t$ couple such a pair. Each bond contributes $2tcc'=-2t(V_1/V_2)c^2$ to the energy, and each atom has three outward bonds. Since the $c^2$ sum to one,

$$\Delta E=-6\frac{V_1}{V_2}t .$$

No other omitted nearest-neighbour coupling enters at first order. The size of $t$ is uncertain: fitted parameter sets for silicon can give more than twice the value used here. For an illustrative $t=-0.20$ eV the first-order shift is $-6\times0.3091\times(-0.20)=0.371$ eV. Diagonalizing the tree with all couplings of this type gives 0.334 eV, so higher orders lower the shift by about a tenth. The weight rises from 0.714 to 0.781. The first-order energy does not predict that rise, and no explanation is derived here. Going from depth four to five moves the level by 0.0005 eV.

**Rings.** Sixfold rings were restored by taking infinite diamond with the same $V_1$ and $V_2$ and removing the hybrid opposite the dangling one. The level moves to $-0.031$ eV and the weight falls to 0.680. Refining the wavevector mesh from 16 to 24 points per direction changes the level by $2\times10^{-8}$ eV.

The band edge changes much more. Diamond has a state with equal hybrids on each atom and opposite signs on neighbours, at energy $3V_1-V_2=0.400$ eV. This is its conduction edge, against 1.369 eV on the tree. For $\sqrt3|V_1|<|V_2|<3|V_1|$ that energy falls below zero while the tree still predicts a bound state. In diamond the level may then become a resonance; this case was not computed.

**Comparison with amorphous silicon.** The chosen $V_1$ corresponds to an s–p splitting of $4|V_1|=6.8$ eV, a reasonable rough atomic scale. The model gap of 5.2 eV is far from typical: the optical gap of hydrogenated amorphous silicon is roughly 1.7 eV. Part of the difference comes from the missing rings: in diamond with the same $V_1$ and $V_2$ the gap is $0.400+3.800=4.200$ eV. The rest depends strongly on the couplings chosen. For $|V_2|>2|V_1|$ the diamond gap of this model is $2|V_2|-4|V_1|$, and the second silicon estimate quoted below gives only 1.86 eV. That closer value does not validate the model: restoring the negative $t$ used above widens the diamond gap, from 4.2 to 5.0 eV for the example couplings. The distance from level to band edge should therefore not be used for a device. Real networks break the assumptions of no rings, no further couplings and a fixed hybrid energy. Taken one at a time, with $V_1$ and $V_2$ fixed, these move the level by about $-0.03$, $+0.33$ and $+0.21$ eV for the values used here. The last two far exceed the thermal energy of 0.026 eV at 300 K, and the three need not add. Within its own assumptions, and for the couplings used here, the model gives a level at the hybrid energy with about 70% of its weight on the broken bond. The weight is sensitive to the couplings: $V_1=-1.76$ eV and $V_2=-4.45$ eV, another rough estimate for silicon, give 53%. They also put the diamond conduction edge $3V_1-V_2$ at $-0.83$ eV, so with rings the hybrid energy lies inside the conduction band, the case left uncomputed above. The 53% is then a result for the tree only, and the small ring shift found for the example couplings does not carry over. The model does not predict the level's position in real silicon, which depends on the uncertain size of $t$ and on the other effects left out.

## Table of computed values

```
On-atom coupling V1 = -1.70 eV
Bond coupling V2 = -5.50 eV
Ratio V1/V2 = 0.3091
3 V1^2/V2^2 = 0.2866
Band edges seen by dangling hybrid = -10.314, -4.769, 1.369, 6.914 eV
Flat bulk valence top = -3.800 eV
Flat-level weight, bulk orbital = 0.2500
Flat-level weight, dangling hybrid = 6.3e-18
Bethe-lattice bulk gap = 5.169 eV
Gap-state energy, size from Newton = 1.5e-14 eV
Newton steps from -0.5 eV = 4
Weight from Newton slope = 0.713388
Weight from contour integral = 0.713388
Weight from formula = 0.713388
Continuum weight of dangling hybrid = 0.286612
Observed convergence factor at level = 0.286612
Recursion steps at E=0 = 26
Recursion steps at E=4 eV, eta=0.1 eV = 426
Recursion steps at E=4 eV, eta=0.01 eV = 4258
Weight on first neighbour shell = 0.2045
Weight on second neighbour shell = 0.0586
Tree depth = 5, orbitals = 727
Tree weight on dangling hybrid = 0.713784
No-state case: V1 = -3.50 eV, same V2
No-state case: nearest band edge to E=0 at 0.0449 eV
No-state case: continuum weight = 1.000000
No-state case: pole weight, size = 1.9e-16
Hybrid shift delta = 0.30 eV
Shifted level = 0.2108 eV
Shifted-level weight = 0.6911
Bond disorder, half-width = 10 percent
Disordered tree: level size = 9.0e-16 eV
Disorder: mean weight (100 trees) = 0.7121
Disorder: standard deviation of weight = 0.0138
Omitted coupling t = -0.20 eV
First-order level shift from t = 0.3709 eV
Tree level with full t = 0.3339 eV
Tree weight with full t = 0.7811
Level change, depth 4 to 5 = 0.00050 eV
Weight change, depth 4 to 5 = -0.00010
Diamond conduction edge = 0.400 eV
Level with diamond rings = -0.03079 eV
Weight with diamond rings = 0.67977
Ring level change, mesh 16 to 24 = 2.0e-08 eV
Ring weight change, mesh 16 to 24 = 1.6e-07
Thermal energy at 300 K = 0.0259 eV
```
